Logarithmic Stress Relaxation of a Strained Film Held at Fixed Length

**The form of the answer from a symmetry**

A film is stretched, clamped, and left alone. Its length cannot change, but atoms and dislocations inside it can still move, so elastic strain is slowly exchanged for plastic strain and the tension σ falls. Suppose that the plastic strain rate is A exp(σV*/k_BT), where V* is a constant volume, T the temperature and A a constant rate. Stress then enters the rate only through the pure number

s = σV*/k_BT,

so the natural unit of stress is k_BT/V*. If M is the elastic modulus that converts lost elastic strain into lost stress, the stress falls at the rate M A e^s, and

ds/dt = -k e^s,  k = V*M A/k_BT.

The constant k has the dimension of inverse time. This equation has a symmetry: adding a constant to s is equivalent to changing the scale of time. If s(t) is a solution and λ is a positive number, then s(λt) + ln λ is also a solution, because

d/dt [s(λt) + ln λ] = λ s′(λt) = -kλ exp[s(λt)] = -k exp[s(λt) + ln λ].

A solution that the symmetry maps onto itself obeys s(λt) + ln λ = s(t) for every λ. Setting λ = 1/(kt) gives s(t) = C - ln(kt), where C = s(1/k) is a number. Substitution into the equation gives -1/t = -e^C/t, hence C = 0. This solution starts from infinite stress. Since the equation does not contain the time explicitly, the origin of time may be moved by t*, which gives

s(t) = -ln[k(t + t*)].

A finite starting value s0 fixes kt* = e^{-s0}. The logarithm thus follows from the exponential rate law: a shift of stress is a stretching of time.

**Assumptions and conventions**

Tension is positive. The theorem rests on four assumptions.

(a) The film is a long, narrow, free-standing strip under uniform uniaxial stress. Strains are small and elasticity is linear and isotropic.

(b) From t = 0 the total length and the temperature are fixed. The starting stress is σ0.

(c) The plastic strain ε_p along the strip, counted from t = 0, grows as

dε_p/dt = A exp(σV*/k_BT),  A = r0 exp(-Q/k_BT),

with constant V*, barrier Q and prefactor r0. The stress lowers the barrier from Q to Q - σV*, which must remain well above k_BT for the flow to be thermally activated.

(d) Reverse jumps, hardening and other flow mechanisms are neglected. The first two are restored separately below, and diffusion creep is estimated.

The activation volume V* is conjugate to the tensile stress. If the jumps are driven by a resolved shear stress mσ with activation volume V_s, the work term is mσV_s, and therefore V* = mV_s.

**Lemma 1 (fixed length).** Under (a) and (b),

dσ/dt = -M dε_p/dt,

with M = E, Young's modulus. For a film held equally in both in-plane directions, M = E/(1-ν), where ν is Poisson's ratio.

Proof. In the strip the two lateral stresses vanish, so the elastic strain along its length is σ/E. The total strain is the sum of elastic and plastic parts and is constant:

σ/E + ε_p = σ0/E.

Differentiation gives the first result. In the biaxial case both in-plane stresses equal σ, and the stress normal to the film is zero. The elastic strain in one in-plane direction is then (σ - νσ)/E, so that

σ(1-ν)/E + ε_p = constant,

where ε_p is now the plastic strain in each in-plane direction. Plastic flow conserves volume, so the film thins by the plastic strain 2ε_p. That thinning is unconstrained and produces no stress. Differentiation gives M = E/(1-ν). ∎

The minus sign expresses the exchange: every increment of plastic elongation removes an equal increment of elastic elongation.

**Theorem (logarithmic relaxation).** Under (a) to (d),

σ(t) = σ0 - (k_BT/V*) ln(1 + t/τ),

τ = [k_BT/(V*M A)] exp(-σ0V*/k_BT).

Proof. Lemma 1 and the rate law give dσ/dt = -M A exp(σV*/k_BT). Multiplying by V*/k_BT yields ds/dt = -k e^s. Let u = e^{-s}. By the chain rule,

du/dt = -e^{-s} ds/dt = -e^{-s}(-k e^s) = k.

So u grows linearly, u = u0 + kt, with u0 = e^{-s0}. Taking the logarithm and separating the factor u0,

s = -ln(u0 + kt) = -ln u0 - ln(1 + kt/u0) = s0 - ln(1 + k e^{s0} t).

Multiplication by k_BT/V* gives the stated law with τ = e^{-s0}/k. Inserting k gives the stated τ. ∎

The mechanism can be read from the barrier. When the stress has fallen by k_BT/V*, the barrier has risen by k_BT and the flow is slower by a factor e. Each further equal loss therefore takes e times as long as the one before.

**Corollary 1 (meaning of τ, and loss times).** At t = 0 the stress falls at the rate M A e^{s0}. Comparison with τ shows that

τ = (k_BT/V*) / (initial rate of stress loss).

For t ≪ τ, ln(1 + t/τ) ≈ t/τ and the loss is linear in time. To find when a loss Δσ is reached, set Δσ = (k_BT/V*) ln(1 + t/τ), exponentiate and solve for t:

t(Δσ) = τ[exp(ΔσV*/k_BT) - 1].

**Corollary 2 (late slope and loss of memory).** For t ≫ τ the 1 in the logarithm may be dropped. Each tenfold increase of time then costs the stress

(ln 10) k_BT/V*,

which contains neither the modulus nor the rate prefactor. A measured slope thus gives V*, provided that (a) to (d) hold. In the same limit u0 is negligible beside kt, so that

σ(t) ≈ (k_BT/V*) ln[1/(kt)].

The starting stress has disappeared. A strip that starts higher passes through the lower starting stress after a time shorter than the τ of the lower strip, and from then on it follows the same curve with that delay. The delay matters less and less on a logarithmic scale of time.

**Where the law must fail**

The one-way rate law gives a nonzero flow rate A even at σ = 0. The logarithmic law therefore reaches zero stress at a finite time, found by setting Δσ = σ0 in Corollary 1:

t_zero = τ(e^{s0} - 1) = (1 - e^{-s0})/k.

It then continues into compression, although no stress drives it there. This is unphysical. The missing ingredient is the reverse jump. Let the saddle point lie midway between the two states, so that the reverse barrier is Q + σV*. The ratio of reverse to forward rates is then e^{-2s}, as detailed balance requires when a complete forward jump releases the work 2σV*.

**Lemma 2 (reverse jumps).** With symmetric barriers,

ds/dt = -k(e^s - e^{-s}),

and for s0 > 0 the solution is

artanh u = artanh u0 + kt,  u = e^{-s}.

At equal times, and for the same s0 and k, the true s is never below the logarithmic value s_log, and

0 ≤ s - s_log ≤ (artanh u)/u - 1.

Proof. As before, du/dt = -u ds/dt. Here this equals ku(1/u - u) = k(1 - u²). Separating variables gives du/(1 - u²) = k dt, whose integral is the stated solution.

For the error, write the logarithmic solution as w = e^{-s_log} = u0 + kt and eliminate kt:

w = u0 + artanh u - artanh u0 = u + g(u) - g(u0),

where g(u) = artanh u - u = u³/3 + u⁵/5 + ... All terms are positive, so g is positive and increasing for 0 < u < 1. Now

s - s_log = ln(w/u) = ln{1 + [g(u) - g(u0)]/u}.

Since u ≥ u0, the bracket is not negative, which proves the lower bound. For the upper bound use ln(1 + x) ≤ x and drop -g(u0), which is negative. What remains is g(u)/u = (artanh u)/u - 1. ∎

For small u the bound is close to u²/3 = e^{-2s}/3, so it falls rapidly with stress. It is below 0.01 once s exceeds about 1.76. In stress units, the logarithmic law is then in error by less than 0.01 k_BT/V* through the neglect of reverse jumps.

The last stage has a different law. When s ≪ 1, e^s - e^{-s} ≈ 2s, so ds/dt ≈ -2ks and the stress decays as e^{-2kt}. The film then behaves as a viscous body in series with a spring.

A start at s0 = 4 shows both regimes. When the logarithmic law reaches zero, Lemma 2 gives artanh u = artanh(e^{-4}) + 1 - e^{-4}, which is very nearly 1. Hence u ≈ tanh 1 and s ≈ 0.27, in agreement with direct numerical integration of the two-way equation. The true stress is still tensile at that moment.

**Two extensions of the theorem**

*Compliant frame.* Let the strip have length L and cross-section a, and let the frame have stiffness K. The force σa stretches the frame by σa/K. If the combined length of strip and frame is fixed,

L(σ/E + ε_p) + σa/K = constant.

Dividing by L gives σ/M + ε_p = constant, with

1/M = 1/E + a/(KL),  or  M = E/[1 + Ea/(KL)].

The theorem holds with this smaller M. A soft frame lengthens τ but does not alter the late slope.

*Linear hardening.* Suppose that plastic strain builds up a back stress θε_p, with constant θ, and that the flow responds to x = σ - θε_p. Since σ = σ0 - Mε_p,

x = σ0 - (M + θ)ε_p,

dx/dt = -(M + θ)A exp(xV*/k_BT).

This is the equation of the theorem with M replaced by M + θ, so its time constant is τM/(M + θ). The lost stress is Mε_p, while the lost driving stress σ0 - x is (M + θ)ε_p. Therefore

σ0 - σ = [M/(M + θ)](k_BT/V*) ln[1 + (1 + θ/M)t/τ].

The relaxation is still logarithmic, but its late slope is smaller by the factor M/(M + θ). An analysis that ignored hardening would report the volume V*(1 + θ/M).

**Worked example: a zirconium strip**

Take a zirconium strip 5.0 mm long, 0.5 mm wide and 500 nm thick, held at 300 K from a starting stress of 400 MPa. Rough values for the elastic constants are E = 95 GPa and ν = 0.34. The flow parameters are chosen round numbers: V* = 0.50 nm³, Q = 1.95 eV and r0 = 10⁶ s⁻¹.

The thermal energy is 0.02585 eV, and k_BT/V* = 8.284 MPa. The stress work at the start is σ0V* = 1.2483 eV, so

s0 = 1.2483/0.02585 = 48.29.

The barrier left at the start is 1.95 - 1.2483 = 0.7017 eV, or 27.14 k_BT, which is high enough for activated flow. The initial strain rate is

10⁶ × exp(-27.14) ≈ 1.63 × 10⁻⁶ s⁻¹.

Multiplied by E, this gives a stress loss of 0.1548 MPa/s, and Corollary 1 gives

τ = 8.284/0.1548 ≈ 53.5 s.

After one day, t = 86400 s, the loss is

8.284 × ln(1 + 86400/53.52) = 61.2 MPa.

The stress is then 338.8 MPa, so 15.3 % of the starting value has gone. As a test, the plastic strain was integrated numerically and the stress obtained from the length constraint. At 60, 600, 3600, 86400 and 864000 s the result agreed with the theorem to within 0.002 MPa.

The slowing down is strong. A loss of 20 MPa takes 545 s, a loss of 40 MPa takes 1.84 h, and a loss of 80 MPa takes 232 h. The last two times differ by a factor of 126. This follows from Corollary 1: with y = exp(40/8.284) ≈ 125, the ratio is (y² - 1)/(y - 1) = y + 1.

The late loss is 19.07 MPa per decade of time. Suppose V* is read from the stresses at 1 h and 24 h, which are 365.01 and 338.80 MPa, by assuming t ≫ τ. The result is 0.5022 nm³ instead of 0.50 nm³. The small excess arises because τ is not quite negligible beside one hour: the true logarithm is ln[(86400 + τ)/(3600 + τ)], which is slightly less than ln 24.

A second strip with the same material parameters and temperature, started at 380 MPa, differs from the first by 0.052 MPa after one day. The first strip passes 380 MPa after 545 s and then follows the second with that delay, so the difference is about 8.284 × 545/86400 MPa.

In the model, where the whole applied stress drives the jumps, reverse jumps play no part. After one day their rate relative to forward jumps is about 10^(-35.5). The bound of Lemma 2 stays below 0.01 k_BT/V* down to 14.6 MPa. The formal time at which the logarithmic law would reach zero stress is 5 × 10²² s, which shows how far this example is from the end of the logarithmic regime and has no other practical meaning. These figures assume that there is no athermal internal stress. A strong, fine-grained film usually carries one, σ_i, and the jumps then respond to σ - σ_i. A constant σ_i only rescales A in the forward rate, so the logarithmic law looks the same, but s in Lemma 2 becomes (σ - σ_i)V*/k_BT and the logarithmic regime ends near σ_i + 14.6 MPa. For the same forward rate and σ_i = 300 MPa this is a loss of 85.4 MPa, which by Corollary 1 is reached after about 1.6 × 10⁶ s, or 19 days.

**What the model leaves out**

Each change below refers to the one-day loss of 61.2 MPa, with the starting stress and all other parameters held fixed.

*Mobile dislocations.* If their density is half the assumed value throughout, A is halved and τ doubles. The late loss falls by (k_BT/V*) ln 2, which is 5.7 MPa.

*Stress-dependent activation volume.* A real barrier need not fall linearly with stress. Consider a barrier proportional to (1 - σ/σ_c)², matched to the model in height G0 and slope at σ0. The ratio of height to slope gives (σ_c - σ0)/2 = G0/V*, and hence σ_c = 850 MPa. The activation volume is proportional to σ_c - σ, so it grows as the stress falls, by about 13 % in one day. The barrier therefore rises faster than in the model, and the loss is smaller by 2.9 MPa.

*Hardening.* For θ = 5 GPa the factor M/(M + θ) is 0.95, and the loss is smaller by 2.7 MPa.

*Elasticity and frame.* Zirconium is hexagonal, and in a textured film the modulus depends on direction. A modulus 25 % higher shortens τ and adds 1.85 MPa. A frame of stiffness 50 N/mm lowers the effective modulus to 86.8 GPa and removes 0.75 MPa. A film held equally in both directions, with the same A and V*, loses 3.4 MPa more than the strip.

*Temperature.* If the whole hold takes place 1 K higher, the loss grows by 0.93 MPa, mainly because the jumps are faster. A drift during the hold also acts directly. Between grips that do not expand, warming relieves about 0.57 MPa of tension per kelvin, for a rough expansion coefficient of 6 × 10⁻⁶ K⁻¹. This is the immediate elastic unloading from expansion alone; the fall of E on warming, roughly 6 × 10⁻⁴ of its value per kelvin, adds about 0.2 MPa per kelvin at this stress. In a slow drift part of the unloading is given back, because glide slows as the stress drops. For a steady unloading rate c in units of s, du/dt = k + cu, so at late times u ≈ kt(1 + ct/2) and about half of the unloading ct remains: 0.29 MPa from expansion for 1 K spread evenly over the day. In a slow measurement this could be mistaken for flow.

*Diffusion creep.* Atoms can also move along grain boundaries. A Coble-type estimate of the strain rate is 50Ωσδ_bD_b/(k_BTd³), where the factor 50 is a rough choice that depends on the grain geometry, Ω is the atomic volume, δ_b the boundary width, D_b the boundary diffusivity and d the grain size. For d = 50 nm, δ_b = 0.5 nm and an assumed D_b = 2.6 × 10⁻²⁷ m²/s, it gives about 10⁻¹² s⁻¹ after one day. Glide then still runs at 10⁻⁹ s⁻¹. Boundary diffusivities near room temperature are uncertain by orders of magnitude, and a value several hundred times larger would make creep as fast as glide by the end of the day, so a real film needs a measured D_b. Because of the factor d⁻³, and because diffusion speeds up strongly on heating, this comparison does not carry over to much finer grains or hotter films.

**The model beside a real film**

At 300 K zirconium is far below its melting point, and thermally activated dislocation glide is a reasonable mechanism for slow flow. The starting stress of 400 MPa suits a strong, fine-grained film; soft, coarse-grained zirconium would be expected to yield below it. The values of V*, Q and r0 were chosen for illustration and do not describe a particular specimen. One assumption open to doubt is a fixed population of mobile dislocations, since these can be stored or lost at boundaries and surfaces as the film relaxes. For the sizes assumed above, halved density, curved barrier and hardening all reduce the loss. Simply added, they take away about 11 MPa, or 18 % of the one-day loss; their joint effect was not calculated. With constant V*, the late logarithmic slope is a good measure of k_BT/V* if the mobile dislocation density and the back stress stay constant throughout the hold, the temperature is steady, other flow such as diffusion creep is negligible, and the stress stays well above the back stress. In the example, a drift of 1 K over the day shifts the V* read from 1 h and 24 h by about 3 %, and creep as fast as glide at the end of the day lowers it by about 10 %. If the density or the back stress changes and then stays constant, the theorem applies afresh from the end of the change, with the stress at that moment as the starting stress and with a new τ. Time is then counted from the end of the change, and the slope is read well beyond the new τ. If V* depends on stress, the slope gives a value for the range of stress covered. The values used here are set in the program.

Numbers as computed

```
temperature: 300 K; starting stress: 400 MPa
Young modulus (rough): 95 GPa; Poisson: 0.34
V*: 0.50 nm^3; Q: 1.95 eV; r0: 1.0e+06 1/s
strip length 5.0 mm, width 0.5 mm, thickness 500 nm
kB*T: 0.02585 eV; kB*T/V*: 8.284 MPa
starting elastic strain: 0.421 %
stress work at start: 1.2483 eV
scaled starting stress s0: 48.29
remaining barrier at start: 0.7017 eV = 27.14 kB*T
initial plastic strain rate: 1.629e-06 1/s
initial stress loss rate: 0.1548 MPa/s
tau: 53.52 s
t = 60 s: stress 393.77 MPa, loss 6.23 MPa
t = 600 s: stress 379.27 MPa, loss 20.73 MPa
t = 3600 s: stress 365.01 MPa, loss 34.99 MPa
t = 86400 s: stress 338.80 MPa, loss 61.20 MPa
t = 864000 s: stress 319.73 MPa, loss 80.27 MPa
plastic strain after one day: 0.0644 %
one-day loss as share of start: 15.3 %
time to lose 20 MPa: 545 s = 0.1514 h
time to lose 40 MPa: 6639 s = 1.844 h
time to lose 80 MPa: 8.368e+05 s = 232.4 h
late loss per decade of time: 19.07 MPa
V* read from stresses at 1 h and 24 h: 0.5022 nm^3
start 400 or 380 MPa: difference after one day 0.052 MPa
start-independent late formula at one day: 338.81 MPa
log law error below 0.01 kB*T/V* for s above 1.76, stress above 14.6 MPa
log law reaches zero stress at: 5.00e+22 s
two-way test, s0 = 4: true s at that crossing 0.2723
log10(reverse/forward jumps) after one day: -35.5
changes of the one-day loss from neglected effects:
  parabolic barrier: -2.89 MPa (barrier vanishes at 850 MPa)
  parabolic barrier at zero stress: 2.51 eV
  hardening 5 GPa: -2.66 MPa
  mobile dislocation density halved: -5.74 MPa
  frame stiffness 50 N/mm: -0.75 MPa (effective modulus 86.8 GPa)
  modulus 25 % higher (anisotropy): +1.85 MPa
  temperature 1 K higher: +0.93 MPa
thermal stress per kelvin, rigid grips: 0.57 MPa/K (expansion 6e-06 1/K)
equal biaxial hold: modulus 143.9 GPa, one-day loss change +3.44 MPa
creep inputs: grain 50 nm, boundary 0.5 nm, diffusivity 2.6e-27 m^2/s
after one day: glide 1.01e-09 1/s, diffusion creep 9.8e-13 1/s
```
